# Angular Asymmetry of Spin-Transfer Torque in a Symmetric Spin Valve

**Q.** Two identical ferromagnets, F1 and F2, touch a normal metal N. Their majority-spin directions $\mathbf m_1,\mathbf m_2$ make an angle $\theta$. Why not use a spin-up and a spin-down resistor network?

**A.** Because no single quantization axis suits both contacts. The potential of N must be a $2\times2$ matrix in spin space,
$$\hat V=V_0+\boldsymbol\sigma\cdot\mathbf V_s .$$
Potentials here are electrochemical potentials divided by $e$, and currents count electron flow, so electrons run from high to low potential. All currents and conductances are per area. I assume linear response and, at first, a node N without resistance or spin flip. Each ferromagnet acts as a reservoir with a scalar potential $V_F$.

**Q.** What current does such a contact pass?

**A.** Count what leaves the contact toward N, minus what arrives from N. For spin along or against $\mathbf m$ the projectors are $u_{\uparrow,\downarrow}=(1\pm\boldsymbol\sigma\cdot\mathbf m)/2$, and reflection is $\hat r=r_\uparrow u_\uparrow+r_\downarrow u_\downarrow$, a form that assumes no spin flip at the interface itself. Reflection brings back $\hat r\hat V\hat r^\dagger$, and transmission from F adds $V_F$ times the transmission probability. Summing over modes and using unitarity gives the matrix current into the node:
$$\hat I=\sum_{\sigma}G_\sigma u_\sigma(V_F-\hat V)u_\sigma-G_{\uparrow\downarrow}u_\uparrow\hat Vu_\downarrow-G_{\uparrow\downarrow}^*u_\downarrow\hat Vu_\uparrow .$$
Here $G_\sigma=(e^2/h)\sum(\delta-|r_\sigma|^2)$ and $G_{\uparrow\downarrow}=(e^2/h)\sum(\delta-r_\uparrow r_\downarrow^*)=G_r+iG_i$, per area. The first two are the longitudinal conductances, the last is the mixing conductance. No transverse spin returns from F, because the two transmitted components acquire phases that average out. This is an assumption: the averaging improves with thickness and is incomplete in a layer of about 1 nm.

**Q.** I want vectors, with the sign of $G_i$ traced.

**A.** Put $\mathbf m$ along $z$. Then
$$\hat I=\begin{pmatrix}G_\uparrow(V_F-V_0-V_z)&-G_{\uparrow\downarrow}(V_x-iV_y)\\ \text{c.c.}&G_\downarrow(V_F-V_0+V_z)\end{pmatrix}.$$
The charge current is $I=\mathrm{Tr}\,\hat I$ and the spin current is $\mathbf I_s=\mathrm{Tr}\,\boldsymbol\sigma\hat I$. The transverse components are
$$I_x=2\,\mathrm{Re}\,\hat I_{12}=-2(G_rV_x+G_iV_y),\qquad I_y=-2\,\mathrm{Im}\,\hat I_{12}=2(G_iV_x-G_rV_y).$$
Since $\mathbf z\times\mathbf V_s=(-V_y,V_x,0)$, with $G=G_\uparrow+G_\downarrow$ and $P=(G_\uparrow-G_\downarrow)/G$ we have
$$I=G[(V_F-V_0)-P\,\mathbf m\cdot\mathbf V_s],$$
$$\mathbf I_s=G\,\mathbf m[P(V_F-V_0)-\mathbf m\cdot\mathbf V_s]-2G_r\mathbf V_s^\perp+2G_i\,\mathbf m\times\mathbf V_s .$$

**Q.** Now solve the valve. I distrust guessed solutions.

**A.** A guess is enough if it satisfies the equations and the solution is unique. Apply $V_F=\pm V/2$ to F1 and F2. Write $c=\cos\theta$, $\mathbf n=\mathbf m_1\times\mathbf m_2$, and try
$$\mathbf V_s=a(\mathbf m_1-\mathbf m_2)+b\,\mathbf n .$$
Charge balance reads $-2V_0-P(\mathbf m_1+\mathbf m_2)\cdot\mathbf V_s=0$. The scalar product vanishes, so $V_0=0$.

For spin balance, set $\gamma_r=2G_r/G$ and $\gamma_i=2G_i/G$. The ingredients are
$$\mathbf m_1\cdot\mathbf V_s=a(1-c)=-\mathbf m_2\cdot\mathbf V_s,$$
$$\mathbf V_s^{\perp1}+\mathbf V_s^{\perp2}=2\mathbf V_s-a(1-c)(\mathbf m_1-\mathbf m_2)=a(1+c)(\mathbf m_1-\mathbf m_2)+2b\,\mathbf n,$$
$$\mathbf m_1\times\mathbf n=c\,\mathbf m_1-\mathbf m_2,\qquad \mathbf m_2\times\mathbf n=\mathbf m_1-c\,\mathbf m_2,$$
$$(\mathbf m_1+\mathbf m_2)\times\mathbf V_s=-2a\,\mathbf n+b(1+c)(\mathbf m_1-\mathbf m_2).$$
Setting the total spin current to zero, the coefficient of $\mathbf n$ gives
$$-2\gamma_rb-2\gamma_ia=0\quad\Rightarrow\quad b=-(G_i/G_r)a .$$
The coefficient of $\mathbf m_1-\mathbf m_2$ gives
$$PV/2-a(1-c)-\gamma_ra(1+c)+\gamma_ib(1+c)=0 .$$
Insert $b$ and define $\eta=\gamma_r+\gamma_i^2/\gamma_r$:
$$a=\frac{PV/2}{D},\qquad D=(1-c)+\eta(1+c).$$
With $R_m=\mathrm{Re}(1/G_{\uparrow\downarrow})=G_r/|G_{\uparrow\downarrow}|^2$, this is $\eta=2/(GR_m)$.

For uniqueness, take two solutions at the same bias. Their difference solves the problem at $V=0$. For it, $-(V_0I+\mathbf V_s\cdot\mathbf I_s)$ summed over contacts is
$$\sum_{k=1,2}\left[G_\uparrow(V_0+\mathbf m_k\cdot\mathbf V_s)^2+G_\downarrow(V_0-\mathbf m_k\cdot\mathbf V_s)^2+2G_r|\mathbf V_s^{\perp k}|^2\right].$$
The $G_i$ term drops out because $\mathbf V_s\cdot(\mathbf m_k\times\mathbf V_s)=0$. Balance makes the sum zero, and for positive $G_\uparrow,G_\downarrow,G_r$ every square must vanish. The difference is therefore zero.

**Q.** What torque acts on F2? With $G_i\neq0$ I expect an out-of-plane part.

**A.** The torque is the transverse spin current absorbed by F2. Since $\mathbf I_s$ counts flow into the node, this is the negative of the transverse part of $\mathbf I_s$ at that contact. We need
$$\mathbf V_s^{\perp2}=a(\mathbf m_1-c\,\mathbf m_2)+b\,\mathbf n,\qquad \mathbf m_2\times\mathbf V_s=-a\,\mathbf n+b(\mathbf m_1-c\,\mathbf m_2).$$
The absorbed current is therefore
$$G\left[(\gamma_ra-\gamma_ib)(\mathbf m_1-c\,\mathbf m_2)+(\gamma_rb+\gamma_ia)\mathbf n\right]=\eta Ga(\mathbf m_1-c\,\mathbf m_2).$$
The second bracket vanishes by the equation for $b$. The out-of-plane, or field-like, torque is zero although $G_i$ is not.

This needs both assumptions about the valve. If the node loses a spin current $G\zeta\mathbf V_s$ through spin flip, the $\mathbf n$ equation becomes $-2\gamma_rb-2\gamma_ia-\zeta b=0$. The second bracket is then $-\zeta b/2$, which is nonzero for nonzero $G_i$. Unequal contacts can also produce it. With $(G_\uparrow,G_\downarrow,G_{\uparrow\downarrow})=(1,\,0.3,\,1.2+0.4i)$ and $(2,\,0.2,\,1.5+0.1i)$ in common units and $\theta=1.5$ rad, direct solution of the matrix circuit gave a field-like part above $10^{-3}$ of the in-plane one.

**Q.** Experiments usually fix the current. Where is the angular law at fixed $j$?

**A.** The charge current is
$$j=G\left[\frac V2-Pa(1-c)\right]=\frac{GV}{2}\,\frac{D-P^2(1-c)}{D}.$$
Dividing $a$ by $j$ removes $V$ and $D$:
$$\frac aj=\frac{P}{G[(1-P^2)(1-c)+\eta(1+c)]}.$$
Each electron carries spin $\hbar/2$, and $|\mathbf m_1-c\,\mathbf m_2|=\sin\theta$, so the torque per area is $\tau=(\hbar/2e)\,\eta Ga\sin\theta$. Divide numerator and denominator by $1-P^2=4G_\uparrow G_\downarrow/G^2$:
$$\tau=\frac{\hbar j}{2e}\,\frac{P\Lambda^2\sin\theta}{(1-c)+\Lambda^2(1+c)},\qquad \Lambda^2=\frac{\eta}{1-P^2}=\frac{R_\uparrow+R_\downarrow}{2R_m},$$
where $R_\sigma=1/G_\sigma$. The asymmetry parameter is the mean longitudinal resistance divided by the mixing resistance. With $t=\tan(\theta/2)$, the identities $\sin\theta=2t/(1+t^2)$, $1-c=2t^2/(1+t^2)$ and $1+c=2/(1+t^2)$ give
$$\tau=\frac{\hbar j}{2e}\,P\Lambda^2\frac{t}{t^2+\Lambda^2}.$$
For $j>0$ and $P>0$ this turns the spin of F2 toward $\mathbf m_1$; reversing the flow reverses the torque.

**Q.** In what sense is $\Lambda^2$ the asymmetry?

**A.** Near $\theta=0$, $t\simeq\theta/2$ and the torque in units of $\hbar j/2e$ is $P\theta/2$. Near $\theta=\pi$, set $\delta=\pi-\theta$, so $t\simeq2/\delta$ and the torque is $P\Lambda^2\delta/2$. At fixed current the slopes differ by the factor $\Lambda^2$.

At fixed voltage the torque is proportional to $\sin\theta/D$. Since $D=2\eta$ at $\theta=0$ and $D=2$ at $\theta=\pi$, the ratio is $\eta$. The remaining factor $1/(1-P^2)$ is the ratio of the valve's resistances in the two states.

The derivative of $t/(t^2+\Lambda^2)$ is proportional to $\Lambda^2-t^2$. The peak thus lies at $\theta=2\arctan\Lambda$, with height $P\Lambda/2$. For $\Lambda=1$ the law is $(P/2)\sin\theta$.

**Q.** That is algebra. Why should the antiparallel side be the sensitive one?

**A.** Near the parallel state a spin current $Pj$ passes through N with little accumulation. Its small transverse part is shared equally by the two contacts, which fixes the slope at $P/2$ whatever the mixing conductance.

Near the antiparallel state the spins injected by F1 cannot leave through F2 as a longitudinal current. They accumulate until $\mathbf m_1\cdot\mathbf V_s=PV/2$, where the net spin current is zero. A small tilt gives this accumulation a transverse component at F2, which drains through the mixing conductance. A low $R_m$ then means a large torque.

**Q.** Could $\Lambda^2$ be below 1, with the parallel side winning?

**A.** Not for a contact described by one scattering matrix and the contact law above. (Correcting the longitudinal resistances for the current inside a diffusive ferromagnet can relax the bound, as discussed below.) Start from
$$0\le\frac{e^2}{h}\sum|r_\uparrow-r_\downarrow|^2=2G_r-G_\uparrow-G_\downarrow .$$
Hence $1/R_m=|G_{\uparrow\downarrow}|^2/G_r\ge G_r\ge G/2$, and
$$\Lambda^2\ge\frac G2\,\frac{R_\uparrow+R_\downarrow}{2}=\frac{G^2}{4G_\uparrow G_\downarrow}=\frac1{1-P^2}\ge1 .$$
A pure sine with $P\neq0$ is therefore excluded for such a contact. Among 200 random four-mode interfaces, with spin dependence from weak to strong, the lowest $\Lambda^2$ was 1.00008.

**Q.** Can I find $\Lambda$ without measuring a torque?

**A.** Within this model, yes, from the resistance. From the expression for $j$,
$$R(\theta)=\frac Vj=\frac2G\,\frac{t^2+\eta}{(1-P^2)t^2+\eta}=\frac2G+\frac2G\,\frac{P^2}{1-P^2}\,\frac{t^2}{t^2+\Lambda^2}.$$
The normalized rise $\rho(\theta)=[R(\theta)-R(0)]/[R(\pi)-R(0)]$ is $t^2/(t^2+\Lambda^2)$. A constant series resistance cancels from it. The torque in units of $\hbar j/2e$ is then $Pt(1-\rho)$.

**Q.** Real ferromagnets are diffusive metals, not reservoirs at an interface.

**A.** Let the layer have channel resistivities $\rho_\uparrow,\rho_\downarrow$, spin-flip length $l$ and thickness $d$, and end on a spin sink. Two combinations of the channel potentials decouple.

- The weighted mean $(\rho_\downarrow V_\uparrow+\rho_\uparrow V_\downarrow)/(\rho_\uparrow+\rho_\downarrow)$ falls linearly, with slope $\rho_Fj$, where $\rho_F=\rho_\uparrow\rho_\downarrow/(\rho_\uparrow+\rho_\downarrow)$.
- The splitting $\Delta=V_\uparrow-V_\downarrow$ obeys $\Delta''=\Delta/l^2$ and vanishes at the sink, so it is a hyperbolic sine. If $s$ is the excess of the up current over its bulk share at the interface, then $|\Delta|=(\rho_\uparrow+\rho_\downarrow)\,l\tanh(d/l)\,|s|$ there.

Two separate resistors $\rho_\sigma L$ with $L=l\tanh(d/l)$, joined at their far end, give the same splitting and a mean drop $\rho_FjL$. So add $\rho_\sigma L$ to each $R_\sigma$, and count the remaining $\rho_F(d-L)$ as ordinary resistance. $R_m$ is unchanged, so this raises $\Lambda^2$.

**Q.** Give me numbers.

**A.** Take a Permalloy/copper/Permalloy pillar at 300 K with rough typical values. Permalloy has $\rho_F=200$ nΩ m, bulk polarization $\beta=0.7$, $l=5$ nm and $d=20$ nm. The interface resistances are 0.3 and 1.7 fΩ m², and $G_{\uparrow\downarrow}=1.00+0.05i$ (fΩ m²)$^{-1}$.

The channel resistivities are $2\rho_F/(1\pm\beta)=235$ and 1333 nΩ m. Over $L\simeq5$ nm they add about 1.18 and 6.66 fΩ m², so $R_\uparrow=1.476$ and $R_\downarrow=8.362$ fΩ m². With $R_m=0.9975$ fΩ m²,
$$P=\frac{8.362-1.476}{8.362+1.476}=0.70,\qquad \Lambda^2=\frac{8.362+1.476}{2\times0.9975}=4.93 .$$
If the voltage across the circuit without the ohmic bulk is fixed, the slope ratio is only $\eta=2.5$; with the ohmic bulk of 6.0 fΩ m² included in the fixed voltage it is 3.8. The resistances, without the ohmic bulk, are 2.51 and 4.92 fΩ m² in the parallel and antiparallel states. Their ratio, 1.96, is the factor between $\eta$ and $\Lambda^2$.

The peak is at $2\arctan2.22=131.5^\circ$, with height $0.70\times2.22/2=0.777$. At 10 MA/cm², $\hbar j/2e=32.9$ µJ/m², so the peak torque is 25.6 µJ/m². Divided by magnetization times thickness, $800\ \text{kA/m}\times20\ \text{nm}$, it equals a field of 1.6 mT.

**Q.** And the copper, which you declared perfect?

**A.** Take 6 nm of copper with $\rho_N=30$ nΩ m and spin-flip length 300 nm. Put the node at its midplane. Each half has resistance $2\rho_N(d_N/2)=\rho_Nd_N=0.18$ fΩ m² per spin. Without spin flip this applies to every element of the matrix current, so it adds to $R_\uparrow$, $R_\downarrow$ and $1/G_{\uparrow\downarrow}$ alike. Then
$$\Lambda^2=\frac{4.919+0.18}{0.9975+0.18}=4.33 .$$
A spatially resolved diffusion calculation with spin flip in the copper gives a slope ratio of 4.32, so in this model the resistance matters far more than the flips. At this resistivity the free-electron mean free path is about 22 nm, longer than the spacer, so the diffusive treatment of the copper is only an estimate. With the same $k_F$, the majority electrons of the Permalloy have a mean free path of about 6 nm, no shorter than the spin-flip length, so the bulk terms added to $R_\uparrow$ and $R_\downarrow$ are estimates too. The torques in units of $\hbar j/2e$ are:

| $\theta$ | ideal node | with copper |
|---|---|---|
| 30° | 0.185 | 0.178 |
| 60° | 0.379 | 0.362 |
| 90° | 0.582 | 0.548 |
| 120° | 0.754 | 0.690 |
| 150° | 0.683 | 0.596 |

Relative to the ideal value, the loss grows from 4% at 30° to 13% at 150°. The form
$$\frac{2e\tau}{\hbar j}=\frac{(R_\downarrow-R_\uparrow)\,t/2}{(R_\uparrow+R_\downarrow)/2+R_mt^2}$$
shows why. The series term cancels in the numerator, and in the denominator it weighs more beside the small $R_m$, which dominates at large $t$. The field-like part at 90° is $3\times10^{-5}$ of the in-plane part.

**Q.** Which mixing conductance did you insert, the scattering value or something else?

**A.** A corrected one. The contact law assumed that electrons arrive with the node's average distribution, but a net current into the contact makes the incoming population larger than the average, and a current out of it makes it smaller. If a fraction $q$ returns, the current is proportional to $1-q$ and the average to $(1+q)/2$. The average divided by the current is $(1+q)/[2(1-q)]=1/(1-q)-1/2$. Hence
$$\frac1{G_{\rm eff}}=\frac1{G_{\rm bare}}-\frac1{2G_{\rm Sh}},$$
and the same algebra holds for the complex $q=r_\uparrow r_\downarrow^*$. This two-stream estimate takes the incoming population to be the same in all directions, so it is not exact. For a fully absorbing wall ($q=0$) it gives $1/(2G_{\rm Sh})$, the resistance of a length $2\ell/3$ of a free-electron metal with mean free path $\ell$. The Boltzmann equation with isotropic scattering (the Milne problem) gives $0.710\,\ell$, about 7% more. For free electrons with $k_F=13.6$ nm$^{-1}$, $G_{\rm Sh}=(e^2/h)k_F^2/4\pi=0.57$ (fΩ m²)$^{-1}$ per spin. In this estimate our $G_r=1.00$ corresponds to a bare 0.53. The correction amplifies any uncertainty in the bare value: a real bare 0.41 gives $G_r=0.64$ and $\Lambda^2=3.15$ for the ideal node, so the 4.93 found above is only as good as this input. Using the bare value with the longitudinal resistances held fixed would give $\Lambda^2=2.6$. The interface resistances above are likewise meant as values for a diffusive stack, with the corrections from both metals already included. The correction on the copper side subtracts the same $1/(2G_{\rm Sh})$ from $R_\uparrow$, $R_\downarrow$ and $R_m$, so it preserves $\Lambda^2\ge1$. The correction on the ferromagnet side lowers only $R_\uparrow$ and $R_\downarrow$, and with it the bound is no longer guaranteed. The interface values used here, taken alone, give $\Lambda^2=(0.3+1.7)/(2\times0.9975)=1.003$, barely above 1; the bulk of the Permalloy supplies most of the asymmetry.

**Q.** How close is this to a device?

**A.** The resistivities, the short spin-flip length of Permalloy and the current density are of the usual order for metallic pillars. The 20 nm thickness is not typical of a switching layer, which is often only a few nanometres thick. With both layers at 5 nm on spin sinks and an ideal node, $\Lambda^2$ falls from 4.93 to 4.00. Real pillars also commonly pair a thin layer with a thicker one, which breaks the symmetry used here; the one-parameter law and the zero field-like torque are then not guaranteed.

The current's own magnetic field at the edge of a pillar of diameter $w=100$ nm is $\mu_0jw/4=3.1$ mT, twice the peak torque's equivalent field. Over a round, uniformly magnetized layer this circulating field averages to zero, but it can make the magnetization nonuniform, so a spatially resolved calculation should include it.

Heating within the layers is small. For a uniform conductor with cooled ends and Wiedemann–Franz heat conduction, the central rise is $U^2/(8\mathcal L T)$, with $\mathcal L=\pi^2k_B^2/3e^2$. The layers drop $U=1.1$ mV near the antiparallel state, which gives 0.02 K; heating of the leads is not included. This voltage is also well below $k_BT/e=26$ mV, which supports the use of linear response. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (rough typical Permalloy/copper values)
Permalloy resistivity 200 nOhm m, bulk polarization 0.70
Permalloy spin-flip length 5.0 nm, layer thickness 20 nm
interface resistance up 0.30, down 1.70 fOhm m^2
mixing conductance Gr 1.00, Gi 0.05 1/(fOhm m^2)
copper: 30 nOhm m, flip length 300 nm, spacer 6 nm
copper Fermi wavenumber 13.6 1/nm
current density 10 MA/cm^2, temperature 300 K
magnetization 800 kA/m, pillar diameter 100 nm
IDEAL CIRCUIT
channel resistivity up 235.3, down 1333.3 nOhm m
contact R_up 1.476, R_dn 8.362, R_mix 0.9975 fOhm m^2
contact G_up 0.6777, G_dn 0.1196 1/(fOhm m^2)
polarization P 0.7000
eta (slope ratio at fixed voltage) 2.515
Lambda^2 (slope ratio at fixed current) 4.931
Lambda 2.221
R(0) 2.509 fOhm m^2 (without ohmic bulk)
R(180 deg) 4.919 fOhm m^2 (same)
peak angle 131.51 deg
peak torque 0.7772 in units of hbar j/2e
hbar j/2e 32.91 uJ/m^2
peak torque 25.58 uJ/m^2 = 1.599 mT
spin splitting in node at 90 deg 82.2 uV
TORQUE / (hbar j/2e): angle, ideal circuit, full diffusion network
  30 deg  0.1849  0.1779
  60 deg  0.3786  0.3617
  90 deg  0.5820  0.5480
 120 deg  0.7538  0.6899
 150 deg  0.6831  0.5963
NEGLECTED EFFECTS
series term of spacer 0.180 fOhm m^2
Lambda^2 with spacer resistance only 4.330
slope ratio, spacer resistance and spin flip 4.321
field-like/in-plane torque at 90 deg 2.77e-05
Lambda^2 for 5 nm layers on spin sinks 3.997
copper Sharvin conductance 0.570 1/(fOhm m^2) per spin
bare mixing conductance Gr 0.533 1/(fOhm m^2)
Lambda^2 if drift correction is omitted 2.624
Oersted field at pillar edge 3.14 mT
voltage over layers near 180 deg 1.109 mV
thermal voltage kT/e 25.85 mV
local heating between cooled ends 0.0210 K
SCATTERING BOUND
lowest Lambda^2 in 200 random interfaces 1.00008
```
